# The Zero-Phase Condition for First-Order Multipactor Between Parallel Plates: verification in Python

```python
# Result under test: an electron released from rest at zero field phase crosses
# a parallel-plate vacuum gap in half a period when V0 = m w^2 d^2 / (pi e).
# m, e: electron mass and elementary charge; w: angular frequency; d: gap;
# V0: peak voltage. Far plate potential is V0 sin(w t), so the force on the
# electron is (e V0 / d) sin(w t), positive toward the far plate.
# Launch phase: w t minus pi times the number of completed transits.
import numpy as np
from scipy.constants import c, e, m_e
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

freq = 100e6
gap = 0.02
omega = 2 * np.pi * freq
period = 1 / freq


def flight(volt, t_start, x_start, x_target, relativistic=False):
    """Integrate the motion from rest; return arrival time and velocity."""
    def velocity(u):
        return u / np.sqrt(1 + (u / c) ** 2) if relativistic else u

    def rhs(t, state):
        return [velocity(state[1]), e * volt / (m_e * gap) * np.sin(omega * t)]

    def hit(t, state):
        return state[0] - x_target
    hit.terminal = True
    sol = solve_ivp(rhs, (t_start, t_start + 4 * period), [x_start, 0.0],
                    method="DOP853", events=hit, rtol=1e-11,
                    atol=[1e-14, 1e-4], max_step=period / 40)
    assert len(sol.t_events[0]) == 1, "electron did not reach the plate"
    return sol.t_events[0][0], velocity(sol.y_events[0][0][1])


def launch_phases(volt, first_phase, transits):
    """Follow successive secondaries, each emitted at rest on impact."""
    t, x_from, x_to = first_phase / omega, 0.0, gap
    phases = [first_phase]
    for k in range(1, transits + 1):
        t, _ = flight(volt, t, x_from, x_to)
        x_from, x_to = x_to, x_from
        phases.append(omega * t - k * np.pi)
    return np.array(phases)


def displacement(volt, phase, elapsed):
    """Distance moved from rest after phase advance 'elapsed', by quadrature."""
    integral = quad(lambda u: (elapsed - u) * np.sin(u + phase), 0, elapsed,
                    epsabs=1e-13)[0]
    return e * volt / (m_e * gap * omega**2) * integral


# Resonant voltage: search on integrated trajectories against the formula.
v_formula = m_e * omega**2 * gap**2 / (np.pi * e)
v_search = brentq(lambda v: (flight(v, 0, 0, gap)[0] - period / 2) / period,
                  150, 600, xtol=1e-8)
assert abs(v_search / v_formula - 1) < 1e-7

# Impact speed and energy at the voltage found by the search.
t_hit, v_hit = flight(v_search, 0, 0, gap)
energy_ev = 0.5 * m_e * v_hit**2 / e
assert abs(v_hit / (2 * omega * gap / np.pi) - 1) < 1e-6
assert abs(energy_ev / (2 * v_formula / np.pi) - 1) < 1e-6

# Repetition over several transits, and the third-order resonance.
repeat = launch_phases(v_formula, 0.0, 6)
assert np.max(np.abs(repeat)) < 1e-6
t_third, _ = flight(v_formula / 3, 0, 0, gap)
assert abs(t_third / (1.5 * period) - 1) < 1e-6


# Voltage needed for a half-period transit at any launch phase.
def needed_voltage(phase):
    return gap / displacement(1.0, phase, np.pi)


for phase in np.radians([0, 15, 50]):
    law = m_e * omega**2 * gap**2 / e / (np.pi * np.cos(phase)
                                         + 2 * np.sin(phase))
    assert abs(needed_voltage(phase) / law - 1) < 1e-9
lowest = minimize_scalar(needed_voltage, bounds=(0, 1.5), method="bounded",
                         options={"xatol": 1e-9})
v_min, phase_min = lowest.fun, lowest.x
assert abs(v_min * e / (m_e * omega**2 * gap**2)
           * np.sqrt(np.pi**2 + 4) - 1) < 1e-9
assert abs(np.tan(phase_min) - 2 / np.pi) < 1e-5

# Phase slope at resonance, by finite differences of integrated flights.
step = 1e-3
for phase in np.radians([10, 25, 50]):
    v_res = needed_voltage(phase)
    late = launch_phases(v_res, phase + step, 1)[1]
    early = launch_phases(v_res, phase - step, 1)[1]
    slope = (late - early) / (2 * step)
    assert abs(slope - np.pi / 2 * np.tan(phase)) < 1e-4

# Quadratic decay of a small delay, and the range of phases drawn to zero.
small = np.radians(1.0)
after_small = launch_phases(v_formula, small, 1)[1]
assert abs(after_small / (np.pi * small**2 / 4) - 1) < 0.01
other_fixed = brentq(lambda a: displacement(v_formula, a, np.pi) / gap - 1,
                     0.7, 1.5)
assert abs(other_fixed - 2 * np.arctan(2 / np.pi)) < 1e-8
for start in (10, 40, 60):
    assert abs(launch_phases(v_formula, np.radians(start), 12)[-1]) < 1e-6
outside = launch_phases(v_formula, np.radians(67), 1)
assert outside[1] > outside[0]
decay = np.degrees(launch_phases(v_formula, np.radians(30), 4))

# Below the stated voltage: a stable positive phase. Above: early arrival,
# after which the secondary is driven back into its plate.
settled = launch_phases(0.9 * v_formula, 0.0, 20)[-1]
assert settled > 0
assert abs(needed_voltage(settled) / (0.9 * v_formula) - 1) < 1e-6
early_phase = launch_phases(1.05 * v_formula, 0.0, 1)[1]
assert early_phase < 0
assert displacement(1.05 * v_formula, early_phase, abs(early_phase)) < 0

# Size of the neglected relativistic delay.
t_rel, _ = flight(v_formula, 0, 0, gap, relativistic=True)
rel_delay = np.degrees(omega * t_rel - np.pi)
assert 0 < rel_delay < 0.1

x_quarter = displacement(v_formula, 0.0, np.pi / 2)

print(f"frequency: {freq / 1e6:.0f} MHz")
print(f"gap: {gap * 100:.1f} cm")
print(f"angular frequency: {omega:.5e} rad/s")
print(f"electron mass: {m_e:.5e} kg")
print(f"elementary charge: {e:.5e} C")
print(f"resonant peak voltage, formula: {v_formula:.3f} V")
print(f"resonant peak voltage, trajectory search: {v_search:.3f} V")
print(f"transit time: {t_hit * 1e9:.4f} ns")
print(f"position at a quarter period: {x_quarter * 100:.4f} cm")
print(f"impact speed: {v_hit:.4e} m/s")
print(f"impact speed / speed of light: {v_hit / c:.4f}")
print(f"impact energy: {energy_ev:.2f} eV")
print(f"third-order voltage: {v_formula / 3:.2f} V")
print(f"third-order transit time: {t_third * 1e9:.3f} ns")
print(f"lowest first-order voltage: {v_min:.2f} V")
print(f"lowest voltage / zero-phase voltage: {v_min / v_formula:.4f}")
print(f"launch phase at lowest voltage: {np.degrees(phase_min):.2f} deg")
print(f"unstable fixed phase: {np.degrees(other_fixed):.2f} deg")
print(f"phase after one transit from 1 deg: {np.degrees(after_small):.5f} deg")
for k, value in enumerate(decay):
    print(f"delay started at 30 deg, after {k} transits: {abs(value):.4f} deg")
print(f"0.9 of zero-phase voltage: {0.9 * v_formula:.2f} V")
print(f"stable phase at 0.9 of voltage: {np.degrees(settled):.2f} deg")
print(f"1.05 of zero-phase voltage: {1.05 * v_formula:.2f} V")
print(f"arrival phase at 1.05 of voltage: {np.degrees(early_phase):.2f} deg")
print(f"relativistic arrival delay: {rel_delay:.4f} deg")
print(f"free-space wavelength: {c / freq:.3f} m")
print(f"gap / wavelength: {gap * freq / c:.5f}")
print("all good")
```

Output:

```
frequency: 100 MHz
gap: 2.0 cm
angular frequency: 6.28319e+08 rad/s
electron mass: 9.10938e-31 kg
elementary charge: 1.60218e-19 C
resonant peak voltage, formula: 285.791 V
resonant peak voltage, trajectory search: 285.791 V
transit time: 5.0000 ns
position at a quarter period: 0.3634 cm
impact speed: 8.0000e+06 m/s
impact speed / speed of light: 0.0267
impact energy: 181.94 eV
third-order voltage: 95.26 V
third-order transit time: 15.000 ns
lowest first-order voltage: 241.08 V
lowest voltage / zero-phase voltage: 0.8436
launch phase at lowest voltage: 32.48 deg
unstable fixed phase: 64.96 deg
phase after one transit from 1 deg: 0.01366 deg
delay started at 30 deg, after 0 transits: 30.0000 deg
delay started at 30 deg, after 1 transits: 11.5358 deg
delay started at 30 deg, after 2 transits: 1.7583 deg
delay started at 30 deg, after 3 transits: 0.0421 deg
delay started at 30 deg, after 4 transits: 0.0000 deg
0.9 of zero-phase voltage: 257.21 V
stable phase at 0.9 of voltage: 12.08 deg
1.05 of zero-phase voltage: 300.08 V
arrival phase at 1.05 of voltage: -4.29 deg
relativistic arrival delay: 0.0200 deg
free-space wavelength: 2.998 m
gap / wavelength: 0.00667
all good
```
